**Step flow: a growing film with a nearly constant diffraction signal**

The program shows that a vicinal surface can grow at the full deposition rate F while its diffraction intensity hardly changes. Here D is the adatom hop rate in each direction, L the terrace width in sites, φ the phase between adjacent layers, and kT the thermal energy. It asserts that an ideal staircase built atom by atom keeps the predicted beam intensity while gaining one layer, and it compares the formulas for a partly filled layer and for random deposition with direct sums over surface sites. It also solves the adatom balance and the two-adatom meeting problem, then simulates one-dimensional growth at kT = 0.030 and 0.050 eV. Over three layers the hot surface keeps its window intensity within 4% of the starting value, while the cold surface shows damped oscillations. Both grow at rate F to within 1%. The cold step density rises to nearly eight times its initial value without oscillating at the sampled times, so a steady step density alone does not identify step flow.

## Numerical check

```python
"""
Result under test: a vicinal surface growing by step flow gains height at the
full deposition rate while its step density and diffracted intensity stay
nearly constant. The same surface, when colder, nucleates islands and its
intensity oscillates. Missing oscillations therefore do not prove that growth
has stopped.

Symbols: F = flux (layers per unit time), D = hop rate in each direction,
mobility = D/F, L = terrace width in sites, phi = phase between adjacent layers,
theta = filling of one layer, n = free-adatom coverage.
Lattice model: one lateral dimension, irreversible attachment, no desorption,
no additional barrier at descending steps. Time is measured in units of 1/F.
"""
import math
import random
import numpy as np
from scipy import constants as const

# ---------------------------------------------------------------- parameters
beam_energy_ev = 15000.0
step_height = 2.5            # angstrom
site_spacing = 3.0           # angstrom
L = 40
TERRACES = 40
barrier_ev = 0.7
attempts_per_layer = 1.0e13
kt_cold, kt_hot = 0.030, 0.050
mobility_cold = attempts_per_layer * math.exp(-barrier_ev / kt_cold)
mobility_hot = attempts_per_layer * math.exp(-barrier_ev / kt_hot)

# ------------------------------------------- electron phase between two layers
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
energy_au = beam_energy_ev / hartree_ev
k_au = math.sqrt(2 * energy_au + (energy_au * const.alpha) ** 2)
wavelength = 2 * math.pi / k_au * bohr
rest = const.m_e * const.c ** 2
total = rest + beam_energy_ev * const.e
momentum_si = math.sqrt(total ** 2 - rest ** 2) / const.c
assert abs(wavelength / (const.h / momentum_si * 1e10) - 1) < 1e-7
sin_angle = 3 * math.pi / (2 * k_au * step_height / bohr)
angle = math.asin(sin_angle)
k_in = k_au * np.array([math.cos(angle), -math.sin(angle)])
k_out = k_au * np.array([math.cos(angle), math.sin(angle)])
layer_phase = float(np.dot(k_out - k_in, [0.0, step_height / bohr]))
assert abs(np.exp(1j * layer_phase) + 1) < 1e-9

# ----------------------------------- one partly filled layer, explicit summation
rng = np.random.default_rng(12)
for phi in (math.pi, 0.6 * math.pi, 2 * math.pi):
    for theta in (0.25, 0.5, 0.8):
        layer = np.zeros(2000)
        layer[rng.permutation(2000)[:round(2000 * theta)]] = 1
        direct = abs(np.mean(np.exp(1j * phi * layer))) ** 2
        formula = 1 - 4 * theta * (1 - theta) * math.sin(phi / 2) ** 2
        assert abs(direct - formula) < 1e-10

# --------------------------------------- deposition without any surface diffusion
random_intensity = {}
for amount in (0.5, 1.0):
    columns = rng.poisson(amount, 400000)
    for phi in (math.pi, 0.6 * math.pi):
        direct = abs(np.mean(np.exp(1j * phi * columns))) ** 2
        formula = math.exp(-2 * amount * (1 - math.cos(phi)))
        # The tolerance covers sampling noise from a finite number of columns.
        assert abs(direct - formula) < 0.008
    random_intensity[amount] = math.exp(-4 * amount)

# ------------------------------- ideal step flow, built atom by atom at the steps
positions = np.arange(L * TERRACES)
staircase_intensity = 0.0
for phi in (math.pi, 0.7 * math.pi):
    heights = -(positions // L)
    starting_mean = heights.mean()
    intensities = []
    for advance in range(L + 1):
        wave = np.exp(1j * (phi * heights + phi * positions / L))
        intensities.append(abs(wave.mean()) ** 2)
        if advance < L:
            left = np.roll(heights, 1)
            left[0] += TERRACES
            heights = heights + (left > heights)
    formula = (math.sin(phi / 2) / (L * math.sin(phi / (2 * L)))) ** 2
    assert np.max(np.abs(np.array(intensities) - formula)) < 1e-10
    assert abs(heights.mean() - starting_mean - 1) < 1e-12
    if phi == math.pi:
        staircase_intensity = intensities[-1]
        staircase_spread = max(intensities) - min(intensities)

# -------------------------------------- adatom balance and meeting of two adatoms


def nucleation_integral(width):
    """Return D/F times mean coverage, and D/F times nuclei per terrace-layer."""
    m = width - 1
    lap = 2 * np.eye(m) - np.eye(m, k=1) - np.eye(m, k=-1)
    profile = np.linalg.solve(lap, np.ones(m))
    i = np.arange(1, width)
    assert np.allclose(profile, i * (width - i) / 2, rtol=1e-9)
    matrix = np.eye(m * m)
    source = np.zeros(m * m)
    for a in range(m):
        for b in range(m):
            row = a * m + b
            if abs(a - b) <= 1:
                source[row] = 1.0
                continue
            for c, d in ((a - 1, b), (a + 1, b), (a, b - 1), (a, b + 1)):
                if 0 <= c < m and 0 <= d < m:
                    matrix[row, c * m + d] -= 0.25
    meeting = np.linalg.solve(matrix, source).reshape(m, m)
    return profile.sum() / width, float(profile @ meeting.sum(axis=1))


mean_scaled, nuclei_scaled = nucleation_integral(L)
_, nuclei_scaled_half = nucleation_integral(L // 2)
assert abs(mean_scaled / (L ** 2 / 12) - 1) < 2 / L ** 2
meeting_weight = nuclei_scaled / (L ** 4 / 12)
width_ratio = nuclei_scaled / nuclei_scaled_half
# Lattice corrections shift the continuum ratio of sixteen at these widths.
assert 12 < width_ratio < 17
crossover_cold = (12 * mobility_cold / meeting_weight) ** 0.25
crossover_hot = (12 * mobility_hot / meeting_weight) ** 0.25

# ------------------------------------------------------ kinetic Monte Carlo growth
LAYERS = 3
SAMPLES_PER_LAYER = 2


def observe(heights):
    """Step density relative to the staircase, and intensity in a detector window."""
    h = np.array(heights)
    right = np.roll(h, -1)
    right[-1] -= TERRACES
    density = np.abs(h - right).sum() / TERRACES
    signs = 1 - 2 * (h % 2)
    power = np.abs(np.fft.fft(signs) / len(h)) ** 2
    mode = np.abs(np.fft.fftfreq(len(h)) * len(h))
    # The window accepts lateral wave numbers up to 2*pi/L on either side.
    return density, power[mode <= TERRACES + 0.1].sum()


def grow(mobility, seed):
    draw = random.Random(seed).random
    sites = L * TERRACES
    h = [-(x // L) for x in range(sites)]
    initial_mean = sum(h) / sites
    mobile = []
    slot = [-1] * sites
    deposited = nuclei = 0
    elapsed = free_time = 0.0
    interval = sites // SAMPLES_PER_LAYER
    records = []

    def remove(x):
        index = slot[x]
        last = mobile.pop()
        if last != x:
            mobile[index] = last
            slot[last] = index
        slot[x] = -1

    while True:
        count = len(mobile)
        hop_rate = 2 * mobility * count
        rate = hop_rate + sites
        elapsed += 1 / rate
        free_time += count / rate
        if draw() * rate < hop_rate:
            x = mobile[int(draw() * count)]
            remove(x)
            h[x] -= 1
            x = (x + 1) % sites if draw() < 0.5 else (x - 1) % sites
        else:
            if deposited % interval == 0:
                records.append(observe(h))
                if deposited == LAYERS * sites:
                    break
            x = int(draw() * sites)
            deposited += 1
        if slot[x] >= 0:
            remove(x)
            nuclei += 1
        h[x] += 1
        top = h[x]
        left = x - 1 if x else sites - 1
        right = x + 1 if x < sites - 1 else 0
        h_left = h[left] + (0 if x else TERRACES)
        h_right = h[right] - (0 if x < sites - 1 else TERRACES)
        if h_left < top and h_right < top:
            slot[x] = len(mobile)
            mobile.append(x)
        else:
            meets_left = h_left == top and slot[left] >= 0
            meets_right = h_right == top and slot[right] >= 0
            fixed_neighbour = ((h_left >= top and not meets_left)
                               or (h_right >= top and not meets_right))
            if meets_left:
                remove(left)
            if meets_right:
                remove(right)
            if (meets_left or meets_right) and not fixed_neighbour:
                nuclei += 1
    growth_rate = (sum(h) / sites - initial_mean) / elapsed
    coverage = free_time / elapsed / sites
    return np.array(records), nuclei / (TERRACES * LAYERS), growth_rate, coverage


cold_runs = [grow(mobility_cold, 100 + seed) for seed in range(8)]
cold = np.mean([run[0] for run in cold_runs], axis=0)
cold_nuclei = np.mean([run[1] for run in cold_runs])
cold_rate = np.mean([run[2] for run in cold_runs])
hot, hot_nuclei, hot_rate, hot_coverage = grow(mobility_hot, 7)
cold_signal = cold[:, 1] / cold[0, 1]
hot_signal = hot[:, 1] / hot[0, 1]
predicted_coverage = L ** 2 / (12 * mobility_hot)
cold_spacing = L / cold_nuclei

# ------------------------------------------------------------- printed numbers
print(f"beam energy: {beam_energy_ev:.0f} eV")
print(f"electron wavelength: {wavelength:.5f} angstrom")
print(f"glancing angle: {math.degrees(angle):.3f} degrees")
print(f"layer phase / pi: {layer_phase / math.pi:.3f}")
print(f"step height: {step_height:.2f} angstrom")
print(f"site spacing: {site_spacing:.2f} angstrom")
print(f"terrace width: {L} sites = {L * site_spacing:.1f} angstrom")
print(f"step advance per layer: {L * site_spacing:.1f} angstrom")
print(f"height gain in {LAYERS} layers: {LAYERS * step_height:.2f} angstrom")
print(f"ideal staircase beam intensity: {staircase_intensity:.5f}")
print(f"its spread during one layer: {staircase_spread:.1e}")
for amount, value in random_intensity.items():
    print(f"no-diffusion intensity at {amount:.1f} layer: {value:.4f}")
print(f"diffusion barrier: {barrier_ev:.2f} eV")
print(f"hop attempts per layer time: {attempts_per_layer:.1e}")
print(f"thermal energy cold, hot: {kt_cold:.3f}, {kt_hot:.3f} eV")
print(f"D/F cold, hot: {mobility_cold:.4g}, {mobility_hot:.4g}")
print(f"hot F L^2/D: {L ** 2 / mobility_hot:.3e}")
print(f"two-adatom meeting weight w: {meeting_weight:.4f}")
print(f"nucleation ratio, L=40 to L=20: {width_ratio:.2f}")
print(f"crossover width cold, hot: {crossover_cold:.1f}, {crossover_hot:.1f} sites")
print(f"predicted hot nuclei/terrace/layer: {nuclei_scaled / mobility_hot:.4f}")
print(f"simulated nuclei/terrace/layer cold: {cold_nuclei:.3f}")
print(f"simulated nuclei/terrace/layer hot: {hot_nuclei:.4f}")
print(f"simulated cold nucleus spacing: {cold_spacing:.2f} sites")
print(f"hot adatom coverage, formula: {predicted_coverage:.3e}")
print(f"hot adatom coverage, simulation: {hot_coverage:.3e}")
print(f"growth rate / F, cold: {cold_rate:.3f}")
print(f"growth rate / F, hot: {hot_rate:.3f}")
print("step density and window intensity, each relative to its start")
print("layers | density cold, hot | intensity cold, hot")
for j in range(len(cold)):
    print(f"{j / SAMPLES_PER_LAYER:.1f} | {cold[j, 0]:.3f}, {hot[j, 0]:.3f}"
          f" | {cold_signal[j]:.3f}, {hot_signal[j]:.3f}")

# ---------------------------------------------- tests of the simulated growth modes
assert abs(cold_rate - 1) < 0.05 and abs(hot_rate - 1) < 0.05
assert cold[1, 0] > 3
assert np.max(np.abs(hot[:, 0] - 1)) < 0.3
assert cold_signal[1] < 0.5
assert cold_signal[2] > 1.2 * cold_signal[1]
assert cold_signal[2] > 1.1 * cold_signal[3]
assert np.min(hot_signal) > 0.6
assert cold_nuclei > 1 and hot_nuclei < 0.1
# Terraces acquire unequal widths, which raises coverage above the uniform value.
assert 0.8 < hot_coverage / predicted_coverage < 2
# The crossover is an estimate of scale, so only its magnitude is tested.
assert 0.3 < cold_spacing / crossover_cold < 2
assert crossover_cold < L < crossover_hot
print("done: every assertion held")
```

It prints:

```
beam energy: 15000 eV
electron wavelength: 0.09941 angstrom
glancing angle: 1.709 degrees
layer phase / pi: 3.000
step height: 2.50 angstrom
site spacing: 3.00 angstrom
terrace width: 40 sites = 120.0 angstrom
step advance per layer: 120.0 angstrom
height gain in 3 layers: 7.50 angstrom
ideal staircase beam intensity: 0.40549
its spread during one layer: 1.7e-16
no-diffusion intensity at 0.5 layer: 0.1353
no-diffusion intensity at 1.0 layer: 0.0183
diffusion barrier: 0.70 eV
hop attempts per layer time: 1.0e+13
thermal energy cold, hot: 0.030, 0.050 eV
D/F cold, hot: 735.3, 8.315e+06
hot F L^2/D: 1.924e-04
two-adatom meeting weight w: 0.4976
nucleation ratio, L=40 to L=20: 15.17
crossover width cold, hot: 11.5, 119.0 sites
predicted hot nuclei/terrace/layer: 0.0128
simulated nuclei/terrace/layer cold: 3.269
simulated nuclei/terrace/layer hot: 0.0250
simulated cold nucleus spacing: 12.24 sites
hot adatom coverage, formula: 1.603e-05
hot adatom coverage, simulation: 1.889e-05
growth rate / F, cold: 1.005
growth rate / F, hot: 1.001
step density and window intensity, each relative to its start
layers | density cold, hot | intensity cold, hot
0.0 | 1.000, 1.000 | 1.000, 1.000
0.5 | 6.806, 1.000 | 0.161, 0.993
1.0 | 7.463, 1.000 | 0.305, 0.994
1.5 | 7.688, 1.050 | 0.209, 0.982
2.0 | 7.750, 1.050 | 0.254, 0.987
2.5 | 7.931, 1.050 | 0.215, 0.980
3.0 | 7.912, 1.050 | 0.225, 0.966
done: every assertion held
```
